# Complex bands and the phase sweep in a two-wave gap: a numerical check

```python
"""Complex band of the two-wave model inside its gap.

Crystal potential 2*V*cos(G*z), hartree atomic units (hbar = m = 1).
eps = G^2/8 is the free-electron energy at the zone boundary k = G/2.
Result under test: for energies E in the gap, k = G/2 + i*q with
    q^2/2 = S - eps - E,   S = sqrt(4*eps*E + V^2),
    largest q = 2*|V|/G  at  E = eps - V^2/(4*eps),
and the wave exp(-q*z)*cos(G*z/2 + delta) has a phase delta that falls
by pi/2 from the lower to the upper gap edge, for either sign of V.
A step of height U at z = 0 then binds one surface state if V < 0, none if V > 0.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9

G = 1.2
V_EX = -0.03
U = 0.40
eps = G**2 / 8
period = 2 * np.pi / G


def two_wave(E, V):
    """Derived formulas: decay rate q and phase delta at energy E."""
    S = np.sqrt(4 * eps * E + V**2)
    q = np.sqrt(max(2 * (S - eps - E), 0.0))
    theta = np.arccos(np.clip((S - 2 * eps) / abs(V), -1, 1))
    return q, theta / 2 if V > 0 else (theta - np.pi) / 2


def two_wave_numeric(E, V):
    """Complex k from the linearized quadratic eigenproblem of the 2x2 model."""
    const = 2 * np.array([[eps - E, V], [V, eps - E]])
    linear = 2 * np.diag([G / 2, -G / 2])
    companion = np.block([[np.zeros((2, 2)), np.eye(2)], [-const, -linear]])
    vals, vecs = np.linalg.eig(companion)
    pick = [i for i in range(4) if abs(vals[i].real) < 1e-8 and vals[i].imag > 1e-8]
    assert len(pick) == 1
    a, b = vecs[0, pick[0]], vecs[1, pick[0]]
    assert abs(abs(b / a) - 1) < 1e-8
    return vals[pick[0]].imag, -np.angle(b / a) / 2


def integrate(E, V, start, points=None):
    """Integrate two solutions of the full cosine crystal over one period."""
    def rhs(z, y):
        w = 2 * (2 * V * np.cos(G * z) - E)
        return [y[1], w * y[0], y[3], w * y[2]]
    return solve_ivp(rhs, (0, period), start, method="DOP853",
                     rtol=1e-12, atol=1e-13, t_eval=points).y


def full_crystal(E, V, want_phase=False):
    """Decay rate, logarithmic derivative at z = 0 and phase, full crystal."""
    points = np.linspace(0, period, 65) if want_phase else None
    y = integrate(E, V, [1.0, 0.0, 0.0, 1.0], points)
    half_trace = (y[0, -1] + y[3, -1]) / 2
    root = np.sqrt(max(half_trace**2 - 1, 0.0))
    q = np.arccosh(max(-half_trace, 1.0)) / period
    slope = (half_trace + root - y[0, -1]) / y[2, -1]
    if not want_phase:
        return q, slope
    z = points[:-1]
    psi = y[0, :-1] + slope * y[2, :-1]
    coefficient = np.mean(psi * np.exp(q * z) * np.exp(-1j * G * z / 2))
    return q, slope, np.angle(coefficient)


def full_edges(V):
    """First gap of the full crystal from plane waves at the zone boundary."""
    n = np.arange(-6, 6)
    H = np.diag(((n + 0.5) * G)**2 / 2) + V * (np.eye(12, k=1) + np.eye(12, k=-1))
    return np.linalg.eigvalsh(H)[:2]


def full_maximum(V):
    lo, hi = full_edges(V)
    best = minimize_scalar(lambda E: -full_crystal(E, V)[0], bounds=(lo, hi),
                           method="bounded", options={"xatol": 1e-6 * abs(V)})
    return -best.fun, best.x - (lo + hi) / 2


def surface_two_wave(V):
    def mismatch(E):
        q, delta = two_wave(E, V)
        return -q - G / 2 * np.tan(delta) - np.sqrt(2 * (U - E))
    gap = 2 * abs(V)
    return brentq(mismatch, eps - abs(V) + 1e-6 * gap, eps + abs(V) - 1e-6 * gap)


def surface_full(V):
    lo, hi = full_edges(V)
    margin = 1e-5 * (hi - lo)
    return brentq(lambda E: full_crystal(E, V)[1] - np.sqrt(2 * (U - E)),
                  lo + margin, hi - margin, xtol=1e-11)


def surface_grid(V):
    """Gap states of a long crystal with a potential step, finite differences."""
    per_cell, cells, outside = 100, 60, 400
    h = period / per_cell
    index = np.arange(-outside, per_cell * cells)
    pot = np.where(index < 0, U, 2 * V * np.cos(G * h * index))
    pot[outside] = (U + 2 * V) / 2
    lo, hi = full_edges(V)
    vals, vecs = eigh_tridiagonal(1 / h**2 + pot, np.full(len(pot) - 1, -0.5 / h**2),
                                  select="v", select_range=(lo + 1e-4, hi - 1e-4))
    if len(vals) == 0:
        return vals, None
    near, far = outside + 5 * per_cell, outside + 15 * per_cell
    decay = -np.log(abs(vecs[far, 0] / vecs[near, 0])) / (10 * period)
    return vals, decay


# Derived two-wave formulas against the numerical complex eigenproblem
for V in (V_EX, -V_EX, 0.9 * eps, -1.5 * eps):
    for E in eps + abs(V) * np.linspace(-0.95, 0.95, 15):
        assert np.allclose(two_wave(E, V), two_wave_numeric(E, V), atol=1e-8)

# Position and height of the maximum from the numerical eigenproblem
V_abs = abs(V_EX)
found = minimize_scalar(lambda E: -two_wave_numeric(E, V_EX)[0],
                        bounds=(eps - 0.9 * V_abs, eps + 0.9 * V_abs),
                        method="bounded", options={"xatol": 1e-9})
q_max = 2 * V_abs / G
offset = -V_EX**2 / (4 * eps)
assert abs(-found.fun / q_max - 1) < 1e-9
assert abs(found.x - eps - offset) < 1e-6

# Lower band has a maximum at the zone boundary only for |V| < 2*eps
def lower_band(kappa, V):
    return np.linalg.eigvalsh([[(G / 2 + kappa)**2 / 2, V],
                               [V, (kappa - G / 2)**2 / 2]])[0]
assert lower_band(0.01, 1.8 * eps) < lower_band(0, 1.8 * eps)
assert lower_band(0.01, 2.2 * eps) > lower_band(0, 2.2 * eps)

# Full crystal: phase sweep, its direction, and the rigid shift of the loop
u = V_abs / eps
sweeps = {}
for V in (V_EX, -V_EX):
    lo, hi = full_edges(V)
    fractions = np.array([1e-6, 0.1, 0.3, 0.5, 0.7, 0.9, 1 - 1e-6])
    energies = lo + fractions * (hi - lo)
    data = [full_crystal(E, V, True) for E in energies]
    phases = np.array([d[2] for d in data])
    assert np.all(np.diff(phases) < 0)
    sweeps[V] = phases[0] - phases[-1]
    assert abs(sweeps[V] - np.pi / 2) < 5e-3  # end points lie just inside the gap
    for E, d in zip(energies[1:-1], data[1:-1]):
        q, delta = two_wave(E + V**2 / (8 * eps), V)
        assert abs(d[0] / q - 1) < u**2 / 8
        assert abs(d[2] - delta) < u**2 / 8

# Full crystal: leading correction to the maximum and its offset from gap centre
V_weak = 0.1 * eps
q_weak, offset_weak = full_maximum(V_weak)
coefficient_weak = (1 - q_weak / (2 * V_weak / G)) / 0.1**2
assert abs(coefficient_weak / (3 / 64) - 1) < 0.05
assert abs(offset_weak / (-V_weak**2 / (4 * eps)) - 1) < 0.03
q_full, offset_full = full_maximum(V_EX)

# Surface states: two-wave matching, full crystal, and direct diagonalization
E_two, E_full = surface_two_wave(V_EX), surface_full(V_EX)
grid_states, grid_decay = surface_grid(V_EX)
no_states, _ = surface_grid(-V_EX)
assert len(grid_states) == 1 and len(no_states) == 0
assert abs(grid_states[0] - E_full) < 5e-5  # second-order grid error
q_surface, delta_surface = two_wave(E_two, V_EX)
assert abs(grid_decay / q_surface - 1) < 0.01
error_ratio = (E_two - E_full) / (surface_two_wave(V_EX / 2) - surface_full(V_EX / 2))
assert 3 < error_ratio < 5  # model error is of second order in V
for V in (V_EX, -V_EX, 0.95 * eps, -0.95 * eps):
    slopes = []
    for E in eps + abs(V) * np.linspace(-0.999, 0.999, 400):
        q, delta = two_wave_numeric(E, V)
        slopes.append(-q - G / 2 * np.tan(delta))
    if V < 0:
        assert min(slopes) > 0 and np.all(np.diff(slopes) > 0)
    else:
        assert max(slopes) < 0

lo, hi = full_edges(V_EX)
print(f"G = {G:.4f} bohr^-1")
print(f"period 2 pi/G = {period:.5f} bohr")
print(f"V_G = {V_EX:.4f} hartree")
print(f"outside potential U = {U:.4f} hartree")
print(f"eps = {eps:.6f} hartree")
print(f"|V_G|/eps = {u:.5f}")
print(f"two-wave lower edge = {eps - V_abs:.6f} hartree")
print(f"two-wave upper edge = {eps + V_abs:.6f} hartree")
print(f"two-wave gap = {2*V_abs:.6f} hartree = {2*V_abs*HARTREE_EV:.4f} eV")
print(f"two-wave q_max = {q_max:.6f} bohr^-1 = {q_max/BOHR_NM:.4f} nm^-1")
print(f"amplitude decay length 1/q_max = {1/q_max:.4f} bohr = {BOHR_NM/q_max:.4f} nm")
print(f"density decay length 1/(2 q_max) = {0.5/q_max:.4f} bohr")
print(f"amplitude factor per period at q_max = {np.exp(-q_max*period):.5f}")
print(f"energy of maximum = {eps + offset:.6f} hartree")
print(f"offset of maximum from midgap = {offset:.6f} hartree")
print("two-wave table: (E-eps)/|V_G|, E (hartree), q (bohr^-1), delta (degree)")
for x in (-1, -0.75, -0.5, -0.25, 0, 0.25, 0.5, 0.75, 1):
    q, delta = two_wave(eps + x * V_abs, V_EX)
    print(f"  {x:6.2f}  {eps+x*V_abs:.5f}  {q:.6f}  {np.degrees(delta):8.3f}")
print(f"full crystal lower edge = {lo:.6f} hartree")
print(f"full crystal upper edge = {hi:.6f} hartree")
print(f"full crystal gap centre minus eps = {(lo+hi)/2-eps:.6f} hartree")
print(f"estimate -V_G^2/(8 eps) = {-V_EX**2/(8*eps):.6f} hartree")
print(f"full crystal q_max = {q_full:.6f} bohr^-1")
print(f"full q_max / two-wave q_max = {q_full/q_max:.6f}")
print(f"estimate 1 - 3 V_G^2/(64 eps^2) = {1-3*u**2/64:.6f}")
print(f"full crystal offset of maximum from gap centre = {offset_full:.6f} hartree")
print(f"full crystal phase sweep, V_G < 0 = {np.degrees(sweeps[V_EX]):.3f} degree")
print(f"full crystal phase sweep, V_G > 0 = {np.degrees(sweeps[-V_EX]):.3f} degree")
print("  (sweeps taken between points 1e-6 of the gap inside each edge)")
print(f"surface state, two-wave = {E_two:.6f} hartree = {E_two*HARTREE_EV:.4f} eV")
print(f"surface state, full crystal = {E_full:.6f} hartree = {E_full*HARTREE_EV:.4f} eV")
print(f"surface state, finite differences = {grid_states[0]:.6f} hartree")
print(f"surface state q, two-wave = {q_surface:.6f} bohr^-1")
print(f"surface state q, finite differences = {grid_decay:.6f} bohr^-1")
print(f"surface state delta, two-wave = {np.degrees(delta_surface):.3f} degree")
print(f"outside decay rate, two-wave = {np.sqrt(2*(U-E_two)):.6f} bohr^-1")
print(f"surface energy error ratio on halving V_G = {error_ratio:.3f}")
print(f"number of gap states for V_G < 0 = {len(grid_states)}")
print(f"number of gap states for V_G > 0 = {len(no_states)}")
print("finished without a failed check")
```

Printed output:

```
G = 1.2000 bohr^-1
period 2 pi/G = 5.23599 bohr
V_G = -0.0300 hartree
outside potential U = 0.4000 hartree
eps = 0.180000 hartree
|V_G|/eps = 0.16667
two-wave lower edge = 0.150000 hartree
two-wave upper edge = 0.210000 hartree
two-wave gap = 0.060000 hartree = 1.6327 eV
two-wave q_max = 0.050000 bohr^-1 = 0.9449 nm^-1
amplitude decay length 1/q_max = 20.0000 bohr = 1.0584 nm
density decay length 1/(2 q_max) = 10.0000 bohr
amplitude factor per period at q_max = 0.76967
energy of maximum = 0.178750 hartree
offset of maximum from midgap = -0.001250 hartree
two-wave table: (E-eps)/|V_G|, E (hartree), q (bohr^-1), delta (degree)
   -1.00  0.15000  0.000000    -0.000
   -0.75  0.15750  0.034142   -21.533
   -0.50  0.16500  0.044201   -31.066
   -0.25  0.17250  0.048883   -38.934
    0.00  0.18000  0.049957   -46.192
    0.25  0.18750  0.047878   -53.375
    0.50  0.19500  0.042401   -61.002
    0.75  0.20250  0.032074   -70.049
    1.00  0.21000  0.000000   -90.000
full crystal lower edge = 0.149388 hartree
full crystal upper edge = 0.209362 hartree
full crystal gap centre minus eps = -0.000625 hartree
estimate -V_G^2/(8 eps) = -0.000625 hartree
full crystal q_max = 0.049935 bohr^-1
full q_max / two-wave q_max = 0.998705
estimate 1 - 3 V_G^2/(64 eps^2) = 0.998698
full crystal offset of maximum from gap centre = -0.001246 hartree
full crystal phase sweep, V_G < 0 = 89.885 degree
full crystal phase sweep, V_G > 0 = 89.885 degree
  (sweeps taken between points 1e-6 of the gap inside each edge)
surface state, two-wave = 0.183667 hartree = 4.9978 eV
surface state, full crystal = 0.181828 hartree = 4.9478 eV
surface state, finite differences = 0.181823 hartree
surface state q, two-wave = 0.049333 bohr^-1
surface state q, finite differences = 0.049564 bohr^-1
surface state delta, two-wave = -49.684 degree
outside decay rate, two-wave = 0.657774 bohr^-1
surface energy error ratio on halving V_G = 3.972
number of gap states for V_G < 0 = 1
number of gap states for V_G > 0 = 0
finished without a failed check
```
